# The shadow Hamiltonian of Verlet: energy error and temperature mismatch, part 1

(Sections cited here and not found follow in the second part.)

## I. The shadow Hamiltonian and the energy error

An isolated system followed with the Verlet algorithm does not keep its energy. The total energy oscillates, more strongly for a longer time step. Two thermometers, one reading the momenta and the other the forces, also settle at different temperatures, however long the run. If one does not know what the algorithm does conserve, the first effect looks like the start of a growing error and the second like poor equilibration. For a step that is short compared with the fastest period of the motion, forces derived from one fixed potential and a run that samples equilibrium, neither diagnosis is right, and a longer run cures neither effect. Both follow from one fact: the computed trajectory closely follows the exact motion of a slightly different Hamiltonian.

### The algorithm as a product of exact flows

Let

$$H=T+V,\qquad T=\sum_{i=1}^{N}\frac{p_i^2}{2m_i},\qquad V=V(q_1,\dots,q_N), \tag{1}$$

with $V$ smooth and independent of time. Subscripts on $V$ denote derivatives: $V_i=\partial V/\partial q_i$, $V_{ij}=\partial^2V/\partial q_i\partial q_j$. One step of velocity Verlet, with fixed length $h$, is

$$p_i^{1/2}=p_i-\tfrac h2V_i(q),\qquad q_i'=q_i+h\,\frac{p_i^{1/2}}{m_i},\qquad p_i'=p_i^{1/2}-\tfrac h2V_i(q'). \tag{2}$$

The Poisson bracket is $\{f,g\}=\sum_i(\partial_{q_i}f\,\partial_{p_i}g-\partial_{p_i}f\,\partial_{q_i}g)$. Under a Hamiltonian $G$ a phase-space function obeys $\dot f=\{f,G\}$. Define the operator $L_Gf=\{f,G\}$. Then the value of $f$ after a time $t$, as a function of the starting point, is $e^{tL_G}f$, understood as a Taylor series in $t$. For the two parts of $H$,

$$A\equiv L_T=\sum_i\frac{p_i}{m_i}\frac{\partial}{\partial q_i},\qquad B\equiv L_V=-\sum_iV_i\frac{\partial}{\partial p_i}. \tag{3}$$

Under $T$ alone the momenta are constant and the positions move uniformly. Under $V$ alone the positions are constant and the momenta change uniformly. The three stages of (2) are therefore exact flows of $V$, $T$ and $V$ for times $h/2$, $h$ and $h/2$.

If a flow $\Phi_1$ is followed by $\Phi_2$, the final value of $f$ is $f(\Phi_2(\Phi_1(z)))$. The operator of $\Phi_2$ acts first on $f$, so the operators stand in the order of the stages from left to right. Here the order reads the same both ways, and one step acts as

$$S(h)=e^{hB/2}\,e^{hA}\,e^{hB/2}. \tag{4}$$

### The logarithm of the product

The Baker–Campbell–Hausdorff (BCH) theorem states that the logarithm of a product of exponentials is a formal series of nested commutators. Its terms through $h^4$ can be found here directly. Reversing the step undoes it, $S(-h)S(h)=1$, because neighbouring factors cancel in turn. Hence $\ln S(-h)=-\ln S(h)$, and the logarithm has odd powers alone:

$$\ln S(h)=h(A+B)+h^3C+O(h^5). \tag{5}$$

The $h^3$ term of the exponential of (5) is $(A+B)^3/6+C$. The $h^3$ term of (4) is obtained by multiplying the three exponential series. Equating the two gives

$$C=\frac{A^3}{6}+\frac{BA^2+A^2B}{4}+\frac{B^2A+AB^2}{8}+\frac{BAB}{4}+\frac{B^3}{6}-\frac{(A+B)^3}{6}. \tag{6}$$

In $(A+B)^3/6$ every ordered word of three letters has coefficient $1/6$. The cubes cancel. The words with two $A$'s have coefficients $\tfrac14-\tfrac16=\tfrac1{12}$ for $BAA$ and $AAB$, and $-\tfrac16$ for $ABA$, which is absent from (4). The words with two $B$'s have $\tfrac18-\tfrac16=-\tfrac1{24}$ for $BBA$ and $ABB$, and $\tfrac14-\tfrac16=\tfrac1{12}$ for $BAB$. Since $[A,[A,B]]=AAB-2ABA+BAA$, and likewise with $A$ and $B$ exchanged,

$$C=\tfrac1{12}[A,[A,B]]-\tfrac1{24}[B,[B,A]]. \tag{7}$$

### From commutators to a Hamiltonian

For two functions $F$ and $G$,

$$[L_F,L_G]f=\{\{f,G\},F\}-\{\{f,F\},G\}.$$

The Jacobi identity is $\{\{f,G\},F\}+\{\{G,F\},f\}+\{\{F,f\},G\}=0$. With $\{F,f\}=-\{f,F\}$ it turns the right-hand side into $-\{\{G,F\},f\}=\{f,\{G,F\}\}$. Thus

$$[L_F,L_G]=L_{\{G,F\}}. \tag{8}$$

A commutator of Hamiltonian operators is again a Hamiltonian operator. Applying (8) twice, $[A,[A,B]]$ belongs to the function $\{\{V,T\},T\}$ and $[B,[B,A]]$ to $\{\{T,V\},V\}$. The brackets are

$$\{V,T\}=\sum_i\frac{V_ip_i}{m_i},\qquad \{\{V,T\},T\}=\sum_{ij}\frac{p_iV_{ij}p_j}{m_im_j}, \tag{9}$$

$$\{T,V\}=-\sum_i\frac{p_iV_i}{m_i},\qquad \{\{T,V\},V\}=+\sum_i\frac{V_i^2}{m_i}. \tag{10}$$

The last sign is positive because the bracket with $V$ supplies a second minus sign, $\{g,V\}=-\sum_i V_i\,\partial g/\partial p_i$. Since $L_G$ is linear in $G$, equations (5), (7), (9) and (10) give $\ln S=hL_{\tilde H}+O(h^5)$ with

$$\tilde H=H+h^2H_2,\qquad H_2=\frac1{12}\sum_{ij}\frac{p_iV_{ij}p_j}{m_im_j}-\frac1{24}\sum_i\frac{V_i^2}{m_i}. \tag{11}$$

This is the shadow Hamiltonian to order $h^2$. The Taylor series in $h$ of the Verlet step and of the exact flow of $\tilde H$ agree through $h^4$, so one step differs from that flow by $O(h^5)$. This statement needs no convergence of the BCH series. The numerical check confirms it symbolically for two coupled coordinates with unequal masses.

### A harmonic check

For one coordinate with $m=1$ and $V=\omega^2q^2/2$, write $y=\omega h$. Inserting the first two stages of (2) into the third gives

$$q'=\left(1-\tfrac{y^2}2\right)q+hp,\qquad p'=\left(1-\tfrac{y^2}2\right)p-h\omega^2\left(1-\tfrac{y^2}4\right)q. \tag{12}$$

Let $s=\sqrt{1-y^2/4}$, real for $y<2$, and $Q=\omega sq$. Then (12) becomes $Q'=cQ+ys\,p$ and $p'=cp-ys\,Q$ with $c=1-y^2/2$. Because $c^2+y^2s^2=1-y^2+y^4/4+y^2-y^4/4=1$, the step is a rotation, and

$$p^2+\omega^2\left(1-\tfrac{y^2}4\right)q^2=\text{constant}. \tag{13}$$

Equation (11) gives $\tilde H=\tfrac12p^2(1+y^2/6)+\tfrac12\omega^2q^2(1-y^2/12)$. The ratio of its two coefficients is $\omega^2(1-y^2/4)+O(y^4)$, in agreement with (13).

### Why the energy error stays bounded

Suppose that the trajectory remains in a bounded region where the derivatives of $V$ are bounded. The exact flow of $\tilde H$ conserves $\tilde H$, since $\{\tilde H,\tilde H\}=0$. A Verlet step therefore changes $\tilde H$ by at most a constant times $h^5$. In a time $t$ there are $t/h$ steps, so the accumulated change is at most $C_1th^4$. Substituting $H=\tilde H-h^2H_2$ gives

$$H(t)-H(0)=-h^2\left[H_2(t)-H_2(0)\right]+O(th^4). \tag{14}$$

The leading error is a difference of one function at two points of phase space. It does not depend on the number of steps between them. In a harmonic mode of energy $E$, $H_2$ is $\omega^2E/6$ at the bottom of the well and $-\omega^2E/12$ at the turning points, to leading order. So $H$ is lowest at the bottom, highest at the turning points, and swings by $y^2E/4$.

Equation (14) by itself guarantees an $O(h^2)$ error for times up to about $h^{-2}$. Longer times need further terms. By the BCH theorem and (8), each further term of (5) also belongs to a function. Keeping terms through $h^{2k}$ replaces the remainder by $C_kth^{2k+2}$. The series need not converge, and $C_k$ may grow fast with $k$. If it grows no faster than $(ak)^{2k+2}$ for some constant $a$, the choice $k\approx1/(eah)$ makes the drift per unit time of order $e^{-2/(eah)}$, so the bound holds for a time exponentially long in $1/h$. That growth condition is assumed here, and boundedness for infinite time is not claimed.

A higher order of accuracy is no substitute for a conserved shadow. For the harmonic oscillator the classical fourth-order Runge–Kutta method multiplies $\omega q+ip$ at each step by the Taylor polynomial of $e^{-iy}$ through $y^4$. The energy is multiplied by

$$\left(1-\tfrac{y^2}2+\tfrac{y^4}{24}\right)^2+\left(y-\tfrac{y^3}6\right)^2=1-\tfrac{y^6}{72}+\tfrac{y^8}{576}, \tag{15}$$

which is below 1 for $0<y^2<8$. Every such step loses energy, and the losses add up.

A periodic anharmonic chain of eight particles shows the same contrast. With $V=\sum_i[(q_i-q_{i+1})^2/2+q_i^4/4]$, unit masses, $h=0.15$ and one random start with $H(0)=8$ (other starts change the digits below but not the contrast), the largest Verlet error found in 20000 steps, with the energy sampled every fifth step, is 0.16, or 2% of the initial energy. The fitted drift over the run is $-0.001$, well below the root-mean-square (rms) fluctuation of 0.034. The fluctuation of $\tilde H$ is 0.0008. Runge–Kutta loses 2.03, a quarter of the energy.

The argument also shows what can spoil the bound. If the step is changed from $h_1$ to $h_2$, the conserved function changes by $(h_2^2-h_1^2)H_2$, and repeated changes may accumulate. If the forces are not the gradient of one fixed potential, as with a poorly converged electronic structure, $B$ is no longer $L_V$ and (8) cannot be used. If $y>2$ for a harmonic mode, (12) has real eigenvalues, one of modulus above 1, and the motion grows exponentially. In an anharmonic system $y<2$ is not enough: the bound was derived for small $h$, and the time over which it holds shrinks as $h$ grows. In a periodic chain of rotors with $V=\sum_i[1-\cos(q_{i+1}-q_i)]$ and unit masses no local frequency exceeds 2, so $y<2$ everywhere for $h<1$, yet at $h=0.7$ Verlet can heat the chain steadily.

### The energy of a methane trajectory

In a first-principles run the second derivatives in (11) are not needed separately. With $v_i=p_i/m_i$ and $F_i=-V_i$, the chain rule gives $\sum_jV_{ij}v_j=-dF_i/dt$, so

$$\tilde H=H-\frac{h^2}{12}\sum_iv_i\frac{dF_i}{dt}-\frac{h^2}{24}\sum_i\frac{F_i^2}{m_i}. \tag{16}$$

The force derivative can be taken as a central difference of stored forces. Its error, $O(h^2)$, enters $\tilde H$ at order $h^4$.

This was done for CH4 with classical nuclei on the RHF/6-31G potential surface. The trajectories last 20 fs and start at the equilibrium geometry with 349 meV of kinetic energy.

| Step (fs) | rms fluctuation of $H$ (meV) | rms fluctuation of $\tilde H$ (meV) |
|---|---|---|
| 0.5 | 1.08 | 0.024 |
| 1.0 | 4.58 | 0.41 |

Doubling the step multiplies the fluctuation of $H$ by 4.2 and that of $\tilde H$ by 17, close to the factors 4 and 16 of second- and fourth-order errors. At 1 fs the fluctuation of $H$ is 1.3% of the initial kinetic energy. The correction removes about 98% of the fluctuation at 0.5 fs and 91% at 1 fs. What looked like an error in the energy is thus mostly the variation of the known function $-h^2H_2$.

## II. The two temperatures

The system has $N$ degrees of freedom with masses $m_i$, potential derivatives $V_i$ and $V_{ij}$, and time step $h$. Part I showed that velocity Verlet follows the shadow Hamiltonian (11), $\tilde H=H+h^2H_2$, with a one-step error $O(h^5)$. The mass-weighted Hessian is

$$K_{ij}=\frac{V_{ij}}{\sqrt{m_im_j}},\qquad \operatorname{tr}K=\sum_i\frac{V_{ii}}{m_i},\qquad \operatorname{tr}K^2=\sum_{ij}\frac{V_{ij}^2}{m_im_j}. \tag{17}$$

For harmonic motion its eigenvalues are the squared angular frequencies. Boltzmann's constant is $k$, and $\beta=1/kT$.

### The distribution that Verlet samples

Each stage of (2) shifts one set of variables by a function of the other set. Its Jacobian matrix is triangular with ones on the diagonal, so phase-space volume is preserved. A density that depends on the phase-space point through $\tilde H$ alone is then stationary, up to the small change of $\tilde H$ itself. A density that depends on $H$ is not.

For a long run at constant energy we assume that the motion is ergodic on the surface of constant $\tilde H$ and that $N$ is large. Averages per degree of freedom can then be taken from

$$\rho\propto e^{-\beta\tilde H}, \tag{18}$$

with corrections of relative order $1/N$. The parameter $T$ in (18) will be called the shadow temperature. Equation (18) is meant as an expansion in $h^2$ about $e^{-\beta H}$. Taken literally it may fail to be normalizable: for a quartic potential the term $-h^2V_i^2/24m_i$ behaves as $-q^6$ and wins at very large $q$. Averages written below as $\langle\cdots\rangle$ use (18). In a term that already carries $h^2$, the distribution $e^{-\beta H}$ suffices, since the difference is $O(h^4)$.

The difference between the two distributions can be seen in an ensemble of oscillators with $V=q^2/2+q^4/4$, $m=2$, $kT=1$ and $h=0.1$. Started from $e^{-\beta H}$, the mean of $p^2/m$ changes by up to $1.9\times10^{-3}$ during 300 Verlet steps. Started from $e^{-\beta\tilde H}$, it changes by at most $2.2\times10^{-6}$.

For small steps, Verlet closely follows a shadow Hamiltonian $\tilde H$, so the energy error stays bounded over long times, and an ergodic equilibrium run samples $e^{-\beta\tilde H}$ rather than $e^{-\beta H}$. It remains to find what the momentum and force thermometers read under this distribution, and how far they differ for a given time step.
